# Collective Coupling and Cavity Protection of an Inhomogeneous Spin Ensemble

## Definitions and conventions

A cavity mode $a$ is coupled to $N$ spins with lowering operators $\sigma_j^-$. Frequencies are measured from the cavity frequency, which coincides with the centre of the spin spectrum. Spin $j$ then has frequency $x_j$, and in the rotating-wave approximation

$$\frac{H}{\hbar}=\sum_j x_j\sigma_j^+\sigma_j^-+\sum_j g_j\left(a^\dagger\sigma_j^-+a\,\sigma_j^+\right).$$

The $g_j$ are real and positive, since their phases can be absorbed in the spin states. Let $g$ be their rms value and

$$G^2=\sum_j g_j^2=Ng^2,\qquad \rho(x)=\frac1{G^2}\sum_j g_j^2\,\delta(x-x_j).$$

The empty cavity has full linewidth $\kappa$ and a single spin has full linewidth $\gamma>0$, so their amplitudes decay at $\kappa/2$ and $\gamma/2$. Both losses are taken as independent of frequency.

**Assumptions.** (i) Excitation is weak, so each spin stays near its ground state. (ii) Many spins lie within each interval $\gamma$, except where the density is too small to affect the polariton, so $\rho$ may be replaced by a continuous density, normalised to one. (iii) This density is even. (iv) It stays fixed as $G$ grows. The limit $G\to\infty$ is a limit of this model; in a device $G$ must also remain far below the cavity frequency, or the rotating-wave approximation fails.

**Transmission.** For weak excitation $\sigma_j^z\to-1$, and the equations of motion for the cavity amplitude $\alpha$ and spin amplitudes $s_j$ are linear. With a drive $\eta e^{-i\omega t}$,

$$i\dot\alpha=-\tfrac{i\kappa}{2}\alpha+\sum_jg_js_j+\eta e^{-i\omega t},\qquad i\dot s_j=\left(x_j-\tfrac{i\gamma}{2}\right)s_j+g_j\alpha .$$

In the steady state all amplitudes vary as $e^{-i\omega t}$. The second equation gives $s_j=g_j\alpha/(\omega-x_j+i\gamma/2)$. Inserting this in the first gives $\alpha=\eta e^{-i\omega t}/D(\omega)$, where

$$D(\omega)=\omega+\tfrac{i\kappa}{2}-G^2S(z),\qquad S(z)=\int\frac{\rho(x)\,dx}{z-x},\qquad z=\omega+\tfrac{i\gamma}{2}.$$

The transmitted power is proportional to $|D|^{-2}$. The polariton width $\Gamma$ is the full width at half maximum of its peak near $\omega=G$. Evenness of $\rho$ gives $S(-\bar z)=-\overline{S(z)}$, hence $D(-\omega)=-\overline{D(\omega)}$, so the lower polariton has the same width.

## Theorem

**(a)** The cavity couples to one collective spin state with strength $G=g\sqrt N$, whatever the frequency spread.

**(b)** If $x^2\rho(x)\to c<\infty$ as $|x|\to\infty$, then

$$\Gamma\to\frac{\kappa+\gamma}{2}+\pi c\qquad(G\to\infty).$$

**(c)** If $\rho(x)=A|x|^{-\alpha}+o(x^{-2})$ with $A>0$ and $1<\alpha<2$, then $\Gamma/G^{2-\alpha}\to\pi A$, so $\Gamma$ grows without bound.

Among the tails covered by (b) and (c), the width therefore tends to $(\kappa+\gamma)/2$ if and only if $x^2\rho\to0$, that is, if the tail decays faster than a Lorentzian. This protected value is half the cavity width plus half the single-spin width, because a resonant polariton is half photon and half spin. It becomes $\kappa/2$ when $\gamma\ll\kappa$.

## Lemma 1: the bright state

Let $|c\rangle$ hold one photon and $|j\rangle$ one excited spin. Define $|B\rangle=G^{-1}\sum_jg_j|j\rangle$, which is normalised because $\sum_jg_j^2=G^2$. Then

$$\frac{\langle c|H|B\rangle}{\hbar}=\frac1G\sum_jg_j^2=G=g\sqrt N .$$

Any one-spin state $\sum_ju_j|j\rangle$ orthogonal to $|B\rangle$ has $\sum_jg_ju_j=0$, so its coupling to the photon vanishes; such states are called dark. This proves (a). No $x_j$ entered.

If all $x_j=0$, the Hamiltonian in the basis $|c\rangle,|B\rangle$ has zero diagonal and off-diagonal element $G$. Its eigenvalues are $\pm G$, a splitting of $2g\sqrt N$.

The spread acts on the spin part:

$$\sum_jx_j\sigma_j^+\sigma_j^-|B\rangle=\frac1G\sum_jg_jx_j|j\rangle .$$

The overlap of this vector with $|B\rangle$ is $\int x\rho\,dx=0$ for a symmetric ensemble. Its squared norm is $\int x^2\rho\,dx=\sigma^2$, when this variance exists. The spread thus leaves $G$ alone and couples the bright state to dark states. $\square$

## Lemma 2: an exact form of the spin response

For $\operatorname{Im}z>0$,

$$z^2S(z)=z+R(z),\qquad R(z)=\lim_{L\to\infty}\int_{-L}^{L}\frac{x^2\rho(x)}{z-x}\,dx .$$

*Proof.* From $\frac1{z-x}=\frac1z+\frac{x}{z(z-x)}$, used a second time inside the last term,

$$\frac1{z-x}=\frac1z+\frac{x}{z^2}+\frac{x^2}{z^2(z-x)} .$$

Multiply by $z^2\rho(x)$ and integrate over $[-L,L]$. The middle term vanishes because $\rho$ is even. The left side tends to $z^2S$ and the first term on the right to $z$, so the limit defining $R$ exists, even when the variance is infinite. $\square$

Far from the centre of the spectrum, the function $x^2\rho(x)$ has a direct meaning. Removing the bright part of $|j\rangle$ gives $|d_j\rangle=|j\rangle-(g_j/G)|B\rangle$, normalised up to corrections of order $1/N$. Its coupling to $|B\rangle$ is $g_jx_j/G$. The sum of squared couplings per unit frequency is

$$\sum_j\frac{g_j^2x_j^2}{G^2}\,\delta(x-x_j)=x^2\rho(x).$$

The states $|d_j\rangle$ are not exactly orthogonal, so this sum is not yet the density of couplings to the true dark eigenstates. To find that density, write the bright-state response without the cavity as $S=1/(z-\Sigma)$, where $\Sigma$ is the self-energy due to the dark states. Just above the real axis $\operatorname{Im}S=-\pi\rho$, so the exact coupling density is $-\operatorname{Im}\Sigma/\pi=\rho/|S|^2$. Far from the centre $S\approx1/x$, and this becomes $x^2\rho$; near the centre the two differ.

For $G$ well above the spectral width, a polariton at frequency $G$ has bright-state weight close to $1/2$. The golden rule then gives it a population decay rate $2\pi\cdot\frac12\cdot G^2\rho(G)=\pi G^2\rho(G)$ into dark states at its own frequency. The factor $x^2$ explains why a $1/x^2$ density is marginal: far spins are rarer, but the bright state couples to them more strongly.

## Lemma 3: the effect of the tail

Let $x^2\rho=c+h$, where $h$ is even, continuous and bounded, $|h|\le M$, and $h\to0$ at infinity. Then $R=-i\pi c+Q$, and along $z=\omega+i\gamma/2$, as $\omega\to\infty$,

$$\operatorname{Im}Q\to0,\qquad Q'\to0,\qquad Q=o(\ln\omega).$$

*Proof.* For the constant,

$$\int_{-L}^{L}\frac{dx}{z-x}=\ln(z+L)-\ln(z-L)\to-i\pi,$$

since in the upper half plane the two arguments tend to $0$ and $\pi$.

With $x=\omega+y$,

$$\operatorname{Im}Q=-\int h(\omega+y)\frac{\gamma/2}{y^2+\gamma^2/4}\,dy,\qquad |Q'|\le\int\frac{|h(\omega+y)|}{y^2+\gamma^2/4}\,dy .$$

For each $y$ the factor $h(\omega+y)$ tends to zero, and $M$ times the integrable kernel bounds the integrand. Both integrals therefore vanish by dominated convergence.

For the size of $Q$, fold the integral onto $x>0$:

$$Q=\int_0^\infty h(x)\left[\frac1{z-x}+\frac1{z+x}\right]dx=\int_0^\infty h(x)\frac{2z}{z^2-x^2}\,dx .$$

Given $\epsilon>0$, choose $X$ with $|h|<\epsilon$ beyond $X$. The part $0<x<X$ tends to zero as $1/\omega$. For $X<x<2\omega$ the bracket contributes at most

$$\epsilon\left[2\int_0^{\omega}\frac{dy}{\sqrt{y^2+\gamma^2/4}}+\int_0^{2\omega}\frac{dx}{\omega+x}\right]=\epsilon\left[2\,\mathrm{arsinh}\frac{2\omega}{\gamma}+\ln3\right].$$

For $x>2\omega$, $|z^2-x^2|\ge x^2-\omega^2\ge\frac34x^2$, so this part is at most $4\epsilon|z|/(3\omega)$, which is bounded by $2\epsilon$ for large $\omega$. Since $\epsilon$ is arbitrary, $Q=o(\ln\omega)$. $\square$

## Proof of part (b)

Put $\omega=G+s$ and $q=s+i\gamma/2$, so $z=G+q$. Lemma 2 gives $G^2S=G^2/z+G^2R/z^2$. Because $(G-q)(G+q)+q^2=G^2$,

$$\frac{G^2}{z}=G-q+\frac{q^2}{z}.$$

Therefore, with no approximation,

$$D=2s+\frac{i(\kappa+\gamma)}2-R-\frac{q^2}{z}+\left(1-\frac{G^2}{z^2}\right)R .$$

One $s$ comes from $\omega$ and the other from $q$; the term $i\gamma/2$ also comes from $q$. For $|s|\le\ln G$ the last two terms are at most of order $(\ln G)^2/G$ and vanish. Lemma 3 leaves

$$D=2s-\operatorname{Re}Q+i\left[\frac{\kappa+\gamma}2+\pi c\right]+o(1).$$

Let $s_0$ solve $2s_0=\operatorname{Re}Q(G+s_0+i\gamma/2)$. For large $G$ a solution exists with $|s_0|<\ln G$, because $Q=o(\ln G)$. It is unique there, because $2-\operatorname{Re}Q'>0$. Write $s=s_0+v$. Since $Q'\to0$, $\operatorname{Re}Q$ is constant up to $o(1)$ over any bounded range of $v$, and

$$|D|^2\to4v^2+\Gamma_\infty^2,\qquad\Gamma_\infty=\frac{\kappa+\gamma}2+\pi c,$$

uniformly on that range. For larger $|v|$ within $|s|\le\ln G$, $|\operatorname{Re}D|\ge(2-o(1))|v|-o(1)$, so no higher peak occurs there. Half maximum means $4v^2+\Gamma_\infty^2=2\Gamma_\infty^2$, or $v=\pm\Gamma_\infty/2$. The full width tends to $\Gamma_\infty$. $\square$

In this limit the real part of $Q$ only moves the peak, while the imaginary part of $R$ broadens it. At finite $G$ the slope of the real part also changes the width, as the Gaussian case below shows. At finite $G$ well above the spectral width, suppose that near $G$ the density $\rho$ varies little over $\gamma$, over $\Gamma$ and over the shift of the peak from $G$. The Lorentzian average in $\operatorname{Im}R$ then gives the leading estimate

$$\Gamma\approx\frac{\kappa+\gamma}2+\pi G^2\rho(G),$$

in agreement with the golden rule.

## Proof of part (c)

Set $\beta=2-\alpha$, so $0<\beta<1$, and write $x^2\rho=A|x|^\beta+h$ with $h\to0$. Lemma 3 applies to $h$. For the power, first take $z=iy$ with $y>0$:

$$\int_0^\infty x^\beta\frac{2iy}{-y^2-x^2}\,dx=-2iy^\beta\int_0^\infty\frac{t^\beta dt}{1+t^2}=-\frac{i\pi y^\beta}{\cos\theta},\qquad\theta=\frac{\pi\beta}2 .$$

Here $x=yt$, and the last integral equals $\pi/(2\cos\theta)$. Continuation to the upper half plane replaces $y$ by $-iz$, so $y^\beta$ becomes $e^{-i\theta}z^\beta$. Since $ie^{-i\theta}=\sin\theta+i\cos\theta$,

$$R(z)=-\pi A(\tan\theta+i)z^\beta+Q(z).$$

Let $s=G^\beta v$ with $v$ bounded. In the exact expression for $D$, both $q^2/z$ and $(1-G^2/z^2)R$ are of order $G^{2\beta-1}$. Divided by $G^\beta$ they vanish, as do $Q$ and $\kappa+\gamma$. Also $z^\beta/G^\beta\to1$. Thus

$$\frac{D}{G^\beta}\to2v+\pi A\tan\theta+i\pi A .$$

The full width in $v$ is $\pi A$, which proves (c). The neglected terms fall relative to the leading one only as $G^{1-\alpha}$ and $G^{\alpha-2}$, so the limit is approached slowly when $\alpha$ is near 1 or 2. With the parameters and power-law densities of the worked example below, $\Gamma/(\pi AG^\beta)$ at $G=1000$ MHz is 1.63 for $\alpha=1.1$, 1.06 for $\alpha=1.5$ and 1.08 for $\alpha=1.9$. The peak lies at $s\approx-\frac12\pi A\tan\theta\,G^\beta$. Since $\beta<1$, the width grows more slowly than the splitting: the doublet becomes better resolved although each line broadens. $\square$

## Two special cases

**Lorentzian.** For full width $\Delta$,

$$\rho=\frac{\Delta/2\pi}{x^2+\Delta^2/4},\qquad c=\frac{\Delta}{2\pi},\qquad S(z)=\frac1{z+i\Delta/2}.$$

In $D$ the spread then appears just as an addition to $\gamma$. The limit is $(\kappa+\gamma+\Delta)/2$, and increasing $N$ does not remove $\Delta/2$.

**Gaussian.** With $p=\sigma^2/G^2\ll1$, the leading term is $R\approx\sigma^2/z$. The peak condition without loss is $\omega^2=G^2(1+\sigma^2/\omega^2)$, so $\omega\approx\sqrt{G^2+\sigma^2}$. The slope of $\operatorname{Re}D$ there is

$$1+\frac{G^2}{\omega^2}+\frac{3G^2\sigma^2}{\omega^4}\approx1+(1-p)+3p=2+2p .$$

The spin part of the slope, $1+2p$, multiplies $\gamma/2$ in $\operatorname{Im}D$. Twice the imaginary part divided by the slope gives, to first order in $p$,

$$\Gamma\approx\frac{\kappa+\gamma(1+2p)}{2+2p}\approx\frac{\kappa+\gamma}2-\frac{p(\kappa-\gamma)}2 .$$

If $\kappa>\gamma$, the limit is approached from below once the density at $G$ is negligible, because the spread lowers the photon weight.

## Worked example

Take the round model parameters $g=10$ Hz, $\kappa=1$ MHz, $\gamma=0.2$ MHz and a spectral full width of 10 MHz, all as ordinary frequencies. The formulas for widths and positions keep their form in these units. A coupling $G=80$ MHz needs $N=(80\times10^6/10)^2=6.4\times10^{13}$ spins. The protected limit is $(1+0.2)/2=0.6$ MHz.

The power-law densities are proportional to $(1+x^2/w^2)^{-\alpha/2}$, with $w$ set by the common full width. The mixture is 80% Gaussian and 20% Lorentzian. The integral $S$ was evaluated by quadrature, the peak found by minimising $|D|^2$, and the half-height points by root finding. The resulting widths $\Gamma$ in MHz are:

| Density | $G=20$ | 80 | 320 | 1280 MHz |
|---|---|---|---|---|
| Gaussian | 0.579 | 0.599 | 0.600 | 0.600 |
| tail $x^{-3}$ | 3.08 | 1.40 | 0.808 | 0.652 |
| mixture | 1.47 | 1.59 | 1.60 | 1.60 |
| Lorentzian | 5.60 | 5.60 | 5.60 | 5.60 |
| tail $\lvert x\rvert^{-3/2}$ | 7.83 | 13.0 | 23.7 | 45.3 |

For the Gaussian, $\sigma=4.247$ MHz. At $G=20$ MHz, $p=18.03/400=0.045$, and the first-order formula gives $0.6-0.045\times0.4=0.582$ MHz, against 0.579 MHz from the spectrum.

The Lorentzian limit is $0.6+10/2=5.6$ MHz. In the mixture only the Lorentzian fifth contributes to $c$, so the limit is $0.6+0.2\times5=1.6$ MHz. The mixture has the same full width as the pure Gaussian, yet keeps an extra 1 MHz: the far tail sets the limit.

For the $x^{-3}$ tail, $\pi G^2\rho(G)$ falls as $1/G$, or $N^{-1/2}$. From $G=320$ to 1280 MHz the excess over 0.6 MHz drops from 0.208 to 0.052 MHz, a factor of four. Protection is complete in the limit but slow to arrive.

For the $|x|^{-3/2}$ tail at $G=1280$ MHz, the estimate $0.6+\pi G^2\rho(G)$ is 43.8 MHz, and the spectrum is 3.4% wider. Here $\theta=\pi/4$, so the predicted shift is $-43.2/2=-21.6$ MHz; the computed peak at 1258.6 MHz is shifted by $-21.4$ MHz. The ratio $\Gamma/G$ falls from 0.39 to 0.035 across the table.

The loss to dark states can be seen without any damping. Set $\kappa=\gamma=0$, $G=40$ MHz, and represent the ensemble by 1201 spins spaced by 0.5 MHz between $-300$ and 300 MHz, with $g_j^2\propto\rho(x_j)$. Diagonalising the one-excitation Hamiltonian and starting from one photon gives, after 0.05 µs, a dark-state population of 0.79 for the Lorentzian and 0.02 for the Gaussian. The Gaussian value is not a decay, since $G^2\rho(G)$ is negligible there. It is the off-resonant admixture of dark states, of order $2p=0.023$: it oscillates between about 0.01 and 0.04 at early times and then stays near 0.02 instead of growing. In ordinary frequency the golden-rule width is $\pi G^2\rho(G)=5\times1600/1625=4.92$ MHz, and the predicted Lorentzian population is $1-e^{-2\pi\times4.92\times0.05}=0.79$.

## Remarks on the conditions

1. **Irregular tails.** The pointwise condition $x^2\rho\to0$ is not necessary for every density. Spikes at which $x^2\rho$ returns to the same positive value, with widths shrinking to zero and fixed spacing, contribute vanishing averages over $\gamma$. The bounds of Lemma 3 survive with such averages, so protection does too. The "only if" needs a regular tail.

2. **Cut-off tails.** A density that is Lorentzian up to a frequency $x_{\max}$ and zero beyond has $c=0$. The width stays near the Lorentzian value while $G$ is well inside the cut-off, and the protected limit applies for $G\gg x_{\max}$. What matters in practice is the density near $\pm G$.

3. **Few spins.** If the spacing near $G$ exceeds $\gamma$, the continuous density fails there, and the steady-state spectrum can show separate spin lines. Decay into the dark states can still look smooth for times short compared with the inverse spacing, as in the lossless example above.

4. **Single-spin loss.** The term $\gamma/2$ survives because the loss was assumed independent of frequency. When $x^2\rho\to0$, the broadening by static detunings vanishes in the limit $N\to\infty$, but this loss remains. At finite $N$ the broadening need not fall steadily, because $G^2\rho(G)$ can rise before it falls.
